# The k-Derivative of Periodic Pseudo Orbitals with an Overlap Operator, part 2

In the PAW and ultrasoft methods the smooth pseudo orbitals of a crystal solve $H\psi=\varepsilon S\psi$, in Hartree atomic units, with

$$H=-\tfrac12\nabla^2+V+\sum_{R,ij}|p_i^R\rangle D_{ij}\langle p_j^R|,\qquad S=1+\sum_{R,ij}|p_i^R\rangle q_{ij}\langle p_j^R| .$$

The projector $p_i^R(\mathbf r)=p_i(\mathbf r-\boldsymbol\tau_i-\mathbf R)$ belongs to the atom at $\boldsymbol\tau_i$ in the cell at $\mathbf R$. $V$ is local and periodic; the Hermitian $D$, $q$ couple only projectors on the same atom. The problem is to find $\partial u_n$ for $\psi=e^{i\mathbf k\cdot\mathbf r}u$, where $\partial=\partial/\partial k_x$ at fixed $V$, $D$, $q$. Brackets of periodic functions are integrals over one cell, of volume $\Omega$. The $\mathbf k$-form of $H$ is $H_k=e^{-i\mathbf k\cdot\mathbf r}He^{i\mathbf k\cdot\mathbf r}$, likewise for $S$; the label $k$ is often dropped.

$$p_j^k(\mathbf r)=\sum_{R}e^{-i\mathbf k\cdot(\mathbf r-\mathbf R)}\,p_j(\mathbf r-\boldsymbol\tau_j-\mathbf R).\tag{1}$$

$$H_k=\tfrac12(-i\nabla+\mathbf k)^2+V+\sum_{ij}|p_i^k\rangle D_{ij}\langle p_j^k|,\qquad S_k=1+\sum_{ij}|p_i^k\rangle q_{ij}\langle p_j^k|.\tag{2}$$

$$\langle\mathbf G|p_j^k\rangle=\Omega^{-1/2}e^{-i(\mathbf k+\mathbf G)\cdot\boldsymbol\tau_j}f_j(\mathbf k+\mathbf G),\qquad f_j(\mathbf g)=\int e^{-i\mathbf g\cdot\mathbf s}p_j(\mathbf s)\,d^3s.\tag{3}$$

$$\partial H_k=-ixH_k+iH_kx=i[H_k,x],\qquad \partial S_k=i[S_k,x].\tag{4}$$

$$\partial H_k=(-i\partial_x+k_x)+\sum_{ij}D_{ij}\big(|\partial p_i^k\rangle\langle p_j^k|+|p_i^k\rangle\langle\partial p_j^k|\big),$$

$$\partial S_k=\sum_{ij}q_{ij}\big(|\partial p_i^k\rangle\langle p_j^k|+|p_i^k\rangle\langle\partial p_j^k|\big).\tag{5}$$

In (5), $\partial p$ may be replaced by $\bar\partial p$, which is (1) with each term multiplied by $-is_x$, $s_x=x-\tau_x-R_x$:

$$|\partial p_j^k\rangle=|\bar\partial p_j^k\rangle-i\tau_{x}|p_j^k\rangle,\qquad \langle\mathbf G|\bar\partial p_j^k\rangle=\Omega^{-1/2}e^{-i(\mathbf k+\mathbf G)\cdot\boldsymbol\tau}\,\frac{\partial f_j}{\partial g_x}(\mathbf k+\mathbf G).\tag{6}$$

With $\langle u_m|S|u_n\rangle=\delta_{mn}$, $B_{mn}=\langle u_m|S|\partial u_n\rangle$, $\sigma_{mn}=\langle u_m|\partial S|u_n\rangle$ and $|w_n\rangle=(\partial H-\varepsilon_n\partial S)|u_n\rangle$,

$$\partial\varepsilon_n=\langle u_n|\partial H-\varepsilon_n\partial S|u_n\rangle,\qquad \langle u_m|S|\partial u_n\rangle=\frac{\langle u_m|\partial H-\varepsilon_n\partial S|u_n\rangle}{\varepsilon_n-\varepsilon_m}.\tag{8}$$

$$B^\dagger+\sigma+B=0.\tag{9}$$

In the gauge where $B$ becomes a Hermitian $B'$,

$$B'_{mn}=-\tfrac12\langle u_m|\partial S|u_n\rangle.\tag{10}$$

The lowest $N$ bands are occupied, the others empty. With $\rho=\sum_{m\,\rm occ}|u_m\rangle\langle u_m|$, $P_c=1-\rho S$ and $SP_c=P_c^\dagger S$, the empty-space part $|x_n\rangle=P_c|\partial u_n\rangle$ obeys

$$(H_k-\varepsilon_nS_k)\,|x_n\rangle=-P_c^\dagger\,(\partial H_k-\varepsilon_n\,\partial S_k)\,|u_n\rangle .\tag{11}$$

$$|x_n\rangle=P_c\,(\partial\rho)\,S|u_n\rangle.\tag{12}$$

$$|x_n\rangle=\sum_{c\,\rm empty}|u_c\rangle\frac{\langle u_c|w_n\rangle}{\varepsilon_n-\varepsilon_c}.\tag{13}$$

The linear solve is $A_n|x_n\rangle=-P_c^\dagger|w_n\rangle$ with $A_n=H-\varepsilon_nS+\alpha\,S\rho S$, positive definite for $\alpha>\varepsilon_n-\varepsilon_1$ and an open gap. Shifting the energy zero by $c$ sends $H\to H+cS$, $\varepsilon_n\to\varepsilon_n+c$ and leaves $w_n$ unchanged.

## (f) In PAW the all-electron orbital is $\psi^{AE}=\mathcal T\psi$ with $\mathcal T=1+\sum_{R,i}|\chi_i^R\rangle\langle p_i^R|$ and $\chi_i=\phi_i-\tilde\phi_i$. Express the interband position matrix element through $x_v$.

**Solution.** The all-electron and pseudo partial waves $\phi_i,\tilde\phi_i$ agree outside non-overlapping spheres. The pseudo waves are assumed complete inside a sphere, $\sum_i|\tilde\phi_i\rangle\langle p_i|=1$ there; with an incomplete set the results of this part are approximate.

The all-electron problem has unit overlap. For empty $c$ and occupied $v$, equations (8) and (4) give

$$\langle u_c^{AE}|\partial u_v^{AE}\rangle=\frac{i\langle u_c^{AE}|[H^{AE}_k,x]|u_v^{AE}\rangle}{\varepsilon_v-\varepsilon_c}=-i\,X_{cv},$$

where $X_{cv}=\langle[H^{AE}_k,x]\rangle_{cv}/(\varepsilon_c-\varepsilon_v)$ defines the interband position element. A field $\mathcal E$ along $x$ adds $\mathcal Ex$ to the energy of an electron. For independent electrons without local-field effects, second-order perturbation theory assigns to the state $v\mathbf k$ the interband energy $-\tfrac12\mathcal E^2\,\Pi_v$, with $\Pi_v=2\sum_c|X_{cv}|^2/(\varepsilon_c-\varepsilon_v)$. The sum $g_v=\sum_c|X_{cv}|^2$ is the contribution of state $v$ to the $xx$ component of the quantum metric of the occupied space, which is $\sum_vg_v$. It equals the metric of band $v$ itself when $N=1$; for $N>1$ the metric of a single band also contains the terms that couple it to the other occupied bands.

With $\mathcal T_k=e^{-i\mathbf k\cdot\mathbf r}\mathcal Te^{i\mathbf k\cdot\mathbf r}$, $u^{AE}=\mathcal T_ku$ and $S=\mathcal T^\dagger\mathcal T$, the product rule and $\langle u_c|SP_c=\langle u_c|P_c^\dagger S=\langle u_c|S$ give

$$\langle u_c^{AE}|\partial u_v^{AE}\rangle=\langle u_c|S|x_v\rangle+\langle u_c|\mathcal T_k^\dagger\partial\mathcal T_k|u_v\rangle.\tag{15}$$

As in (4), $\partial\mathcal T_k=i[\mathcal T_k,x]$, so $\mathcal T_k^\dagger\partial\mathcal T_k$ is the $\mathbf k$-form of $-i(\mathcal T^\dagger x\mathcal T-Sx)$. For a Hermitian operator $O$ that keeps $O\chi_j$ inside the sphere, one sphere contributes

$$\mathcal T^\dagger O\mathcal T-O=\sum_i|p_i\rangle\langle\chi_i|O+\sum_jO|\chi_j\rangle\langle p_j|+\sum_{ij}|p_i\rangle\langle\chi_i|O|\chi_j\rangle\langle p_j| .$$

Completeness gives $O|\chi_j\rangle=\sum_i|p_i\rangle\langle\tilde\phi_i|O|\chi_j\rangle$ and its adjoint. The three matrices then add to $\langle\chi_i|O|\tilde\phi_j\rangle+\langle\tilde\phi_i|O|\chi_j\rangle+\langle\chi_i|O|\chi_j\rangle=\langle\phi_i|O|\phi_j\rangle-\langle\tilde\phi_i|O|\tilde\phi_j\rangle$. The choice $O=1$ gives $q_{ij}$ and confirms the form of $S$. For $O=x=s_x+\tau_x+R_x$ the matrix is $d_{ij}+(\tau_x+R_x)q_{ij}$, with the augmentation dipole

$$d_{ij}=\langle\phi_i|s_x|\phi_j\rangle-\langle\tilde\phi_i|s_x|\tilde\phi_j\rangle .$$

In $Sx=x+\sum|p_i^R\rangle q_{ij}\langle p_j^R|x$ the same split gives $\langle p_j^R|x=\langle p_j^R|s_x+(\tau_x+R_x)\langle p_j^R|$. The terms in $\tau_x+R_x$ cancel in the difference, which leaves the lattice-periodic operator $\sum|p_i^R\rangle(d_{ij}\langle p_j^R|-q_{ij}\langle p_j^R|s_x)$. The steps of part (a) carry it to $\mathbf k$, where the weighted bra becomes $-i\langle\bar\partial p_j^k|$, because the ket $\bar\partial p$ carries $-is_x$ and its bra $+is_x$. Multiplying by $-i$, with $(-i)(-1)(-i)=+1$,

$$\mathcal T_k^\dagger\partial\mathcal T_k=\sum_{ij}|p_i^k\rangle\big(q_{ij}\langle\bar\partial p_j^k|-i\,d_{ij}\langle p_j^k|\big).\tag{16}$$

Adding the adjoint cancels the terms in the Hermitian matrix $d$ and returns $\partial S$ of (5), as $\partial(\mathcal T^\dagger\mathcal T)$ requires. The anti-Hermitian part contains $d$, which is built from the partial waves and does not appear in (2), (5) or (11). The Sternheimer solution alone is in general not the position matrix element, which is $X_{cv}=i$ times (15). If $s_x$ is measured from a point displaced by $b$, so that $s_x\to s_x-b$, the $q$ term of (16) changes by $-ib\sum|p_i\rangle q_{ij}\langle p_j|$ and the $d$ term by the opposite amount, so only their sum has meaning.

## (g) Evaluate parts (c) to (e) for a one-dimensional model crystal.

The period is $a=6$ bohr, and $V=-0.3\cos(2\pi x/a)+0.1\sin(4\pi x/a)$ Ha. One atom at $\tau=1$ bohr carries $p_1(s)=(\pi\sigma_0^2)^{-1/4}e^{-s^2/2\sigma_0^2}$ and $p_2=\sqrt2\,(s/\sigma_0)\,p_1$, with $\sigma_0=0.8$ bohr. The matrices are $q_{11}=0.5$, $q_{22}=0.3$, $q_{12}=0$ and $D_{11}=-0.6$, $D_{12}=0.1$, $D_{22}=-0.3$ Ha. Take $k=0.2$ bohr$^{-1}$, $N=2$ and 25 plane waves.

**Solution.** The Gaussian integral gives $f_1(g)=(\pi\sigma_0^2)^{-1/4}\sqrt{2\pi}\,\sigma_0e^{-g^2\sigma_0^2/2}$ and $f_1'=-g\sigma_0^2f_1$. A factor $s$ under the integral equals $i\,d/dg$, so $f_2=(\sqrt2/\sigma_0)\,if_1'=-i\sqrt2\,\sigma_0gf_1$ and $f_2'=-i\sqrt2\,\sigma_0(1-g^2\sigma_0^2)f_1$. These fill the matrices (2) and (5). The eigenvalues of $S_k$ lie between 1.000 and 1.500. Dense generalized diagonalization gives $\varepsilon_1=-0.386238$, $\varepsilon_2=0.178666$ and $\varepsilon_3=0.610257$ Ha.

The slope (8) is the kinetic expectation value plus the nonlocal one, minus $\varepsilon_n\sigma_{nn}$, with $\sigma_{11}=0.000329$ and $\sigma_{22}=0.049708$ bohr:

$$\partial\varepsilon_1=0.033661+0.000582-(-0.386238)(0.000329)=0.034243+0.000127=0.03437\ \text{Ha bohr},$$

$$\partial\varepsilon_2=-0.41353-0.05354-(0.178666)(0.049708)=-0.46707-0.00888=-0.47595\ \text{Ha bohr}.$$

These are $0.495$ and $-6.853$ eV Å. For band 2 the overlap term is 1.9% of the slope at this zero of energy.

Since $\varepsilon_2-\varepsilon_1=0.565$ Ha, the value $\alpha=2$ Ha makes $A_n$ positive definite. A direct linear solve gives $\langle x_1|S|x_1\rangle=0.03259$ and $\langle x_2|S|x_2\rangle=1.3871$ bohr$^2$, or 0.00913 and 0.388 Å$^2$. The band-3 term of (13) has modulus

$$\frac{0.173119}{0.996496}=0.1737\ \text{bohr}\quad(n=1),\qquad\frac{0.504676}{0.431591}=1.1693\ \text{bohr}\quad(n=2),$$

and its square, 0.0302 and 1.367 bohr$^2$, is 93% and 99% of the respective total.

With the phases fixed so that the $G=0$ coefficients are real and positive, $\sigma_{12}=-0.0192-0.0073i$ bohr. Equation (8) gives $B_{12}=0.7827+0.0399i$ and $B_{21}^*=-0.7635-0.0326i$ bohr, whose sum is $0.0192+0.0073i=-\sigma_{12}$, as in (9). Most of $B_{12}$ is a removable rotation between the two bands. In the gauge of (10) there remain $B'_{12}=0.0096+0.0037i$, $B'_{11}=-0.00016$ and $B'_{22}=-0.02485$ bohr.

Errors are measured as the $S$-norm of the deviation divided by the $S$-norm of the correct $x_n$. Using $P_c$ for $P_c^\dagger$ and keeping the empty-space part of the solution gives 24% for band 1 and 5.9% for band 2. Dropping $\varepsilon_n\partial S$ gives 7.4% and 2.9%, with squared norms 0.03722 and 1.3117 bohr$^2$. After a shift $c$ of the energy zero, the truncated right side minus the correct one is $-(\varepsilon_n+c)\,P_c^\dagger\,\partial S|u_n\rangle$, so the deviation is a fixed vector times $\varepsilon_n+c$. For $c=1$ Ha the errors become $0.0735\times0.6138/0.3862=12\%$ and $0.02937\times1.1787/0.17867=19\%$. The truncated squared norms move to 0.02596 and 0.9342 bohr$^2$, while those of (11) stay at 0.03259 and 1.3871 bohr$^2$.

A degenerate case arises when the same crystal is described with a cell of length $2a$ at $k=\pi/2a=0.2618$ bohr$^{-1}$. This point holds the primitive-cell states at $\pm\pi/2a$, which are complex conjugates with equal energy because $H$ and $S$ are real. The two lowest levels lie at $-0.383981$ Ha and the third at $0.150727$ Ha. The off-diagonal formula (8) within the pair has a vanishing denominator, whereas (13) with these two states occupied has denominators of at least $0.150727+0.383981=0.5347$ Ha in magnitude.

## (h) Evaluate part (f) for a chain in which the partial waves are complete.

The cell of 6 bohr has 30 points $x_j=jh$, $j=0,\dots,29$, with $h=0.2$ bohr, and the kinetic operator $K$ is the three-point difference, with diagonal $1/h^2$ and $(K_k)_{j,j\pm1}=-e^{\pm ikh}/2h^2$. On these points $V^{AE}=-0.3\cos(2\pi x/a)-3\exp[-(x-\tau)^2/(2\cdot0.3^2)]$ Ha with $\tau=2.4$ bohr and lengths in bohr. The sphere is the nine points $l=0,\dots,8$ centred on $\tau$, at $s_l=(l-4)h$. The pseudo potential $\tilde V$ equals $V^{AE}$ outside the sphere and the mean of its two end values inside. Take $\tilde\phi_i(l)=\cos[\pi i(l+\tfrac12)/9]$ for $i=0,\dots,8$, projectors dual to them, and $\phi=(1+W)\tilde\phi$ with $W_{ll'}=0.15\exp[-(s_l-s_{l'}-0.2)^2/0.32]$, except that the rows $l=0$ and $l=8$ are zero. Use $k=0.2$ bohr$^{-1}$ and $N=1$.

**Solution.** Nine independent functions on nine points are complete. The functions $\chi=W\tilde\phi$ vanish on the end points, so $K\chi$ stays in the sphere and the operator formula of part (f) is exact for $K$, $V^{AE}$, $1$ and $x$. The difference $V^{AE}-\tilde V$ lives in the sphere, and completeness on both sides writes it as $\sum|p_i\rangle\langle\tilde\phi_i|V^{AE}-\tilde V|\tilde\phi_j\rangle\langle p_j|$. Hence $\mathcal T^\dagger(K+V^{AE})\mathcal T=K+\tilde V+\sum|p_i\rangle D_{ij}\langle p_j|$ with $D_{ij}=\langle\phi_i|K+V^{AE}|\phi_j\rangle-\langle\tilde\phi_i|K+\tilde V|\tilde\phi_j\rangle$. The spectral norm of $W$ is 0.61, below 1, so $\mathcal T$ is invertible and both problems share one spectrum; diagonalization gives $-0.909418$ and $0.026384$ Ha for the two lowest levels. The kinetic term of (5) is replaced by $(\partial K_k)_{j,j\pm1}=\mp ie^{\pm ikh}/2h$.

The all-electron amplitudes come from (12) with $S=1$, with $\partial\rho$ taken as a fourth-order central difference of the all-electron $\rho(k)$. The pseudo amplitudes come from the linear solve of part (e) and (15).

| amplitude | $g_v$ (bohr$^2$) | $\Pi_v$ (bohr$^2$/Ha) |
|---|---|---|
| all-electron | 0.3118 | 0.4760 |
| (15) with all of (16) | 0.3118 | 0.4760 |
| $x_v$ and the $q$ term | 0.2313 | 0.3737 |
| $x_v$ alone | 0.2804 | 0.4363 |

The full metric is 0.0873 Å$^2$. Relative to the all-electron values, $x_v$ alone is low by $1-0.2804/0.3118=10\%$ in $g_v$ and by $1-0.4363/0.4760=8\%$ in $\Pi_v$. In this model, adding the $q$ term without the dipole makes the agreement worse, with deficits of 26% and 21%. That partial sum is not an intermediate approximation. By the last remark of part (f), its amplitude changes by $-ib\langle u_c|S-1|u_v\rangle=ib\langle u_c|u_v\rangle$ when the reference point inside the sphere moves by $b$, and the dipole term is what cancels this change.

All numerical values are calculated from the stated model.
